# The Generalized Einstein Relation for Degenerate Semiconductors and Arbitrary Bands

## Part 1. The relation for an arbitrary density of states

### What fails without it

A drift-diffusion program needs a mobility \(\mu\) and a diffusion coefficient \(D\) for each kind of carrier. Suppose that it computes the carrier density with Fermi statistics but sets \(D=\mu kT/e\), which is the relation for a dilute gas. Wherever there is a built-in field, its drift and diffusion currents then fail to cancel on the true equilibrium density profile, so at zero bias the program returns a spurious current, a distorted profile, or both.

The fault can be large. Take a parabolic band with effective mass \(0.10\,m_0\) at 300 K, holding \(10^{19}\) electrons per cm³. Part 2 shows that for a rigid band the \(D\) consistent with this density is 4.46 times \(\mu kT/e\). With the dilute value, diffusion cancels a fraction \(1/4.46=0.22\) of the drift current in the built-in field. The other 78% is left over, where the total should vanish. For a mobility of 1000 cm²/(V s), the program would use \(D=25.9\) cm²/s instead of 115 cm²/s.

The cure is to tie \(D/\mu\) to the same function that gives the density:

\[
\frac{D}{\mu}=\frac{n}{e\,\partial n/\partial\zeta}. \tag{1}
\]

Here \(n\) is the carrier density, \(e>0\) the elementary charge, and \(\zeta\) the chemical potential measured from the local band edge. The derivative is taken at fixed temperature.

### Setting and signs

Consider electrons in one band of a homogeneous, isotropic material at uniform temperature \(T\). All fields and gradients point along \(z\). The density of states per unit volume, both spins included, is \(g(E)\), with \(E\) measured from the local band edge. The occupation of a state is

\[
f(E)=\frac{1}{1+e^{(E-\zeta)/kT}},\qquad
n(\zeta)=\int g(E)\,f(E)\,dE. \tag{2}
\]

An electrostatic potential \(\phi(z)\) gives the field \(\mathcal E=-d\phi/dz\). An electron has charge \(-e\), so the band edge lies at \(E_c(z)=E_c^0-e\phi(z)\), and

\[
\frac{dE_c}{dz}=-e\frac{d\phi}{dz}=e\mathcal E. \tag{3}
\]

Two assumptions enter here. The potential varies slowly enough, on the scale of the electron wavelength, for equation (2) to hold locally, with a \(\zeta\) that depends on \(z\). This is a real restriction. In the example above, with a relative permittivity of 12, the Fermi wavelength is 9.4 nm and the screening length is 2.8 nm, so an abrupt doping step at that density falls outside the assumption. The band is also rigid: its edge moves with \(\phi\), and neither the edge nor \(g(E)\) depends on the carrier density.

The mobility is positive by definition, and the mean electron velocity in a field is \(-\mu\mathcal E\). The particle flux down a density gradient is \(-D\,dn/dz\). Multiplying both fluxes by the charge \(-e\) gives the electric current density

\[
J=en\mu\mathcal E+eD\frac{dn}{dz}. \tag{4}
\]

This is the linear response to a weak field and a weak gradient. The coefficient \(D\) belongs to the gradient of the total density. It describes how a bulge in the carrier density flattens when the field of the bulge's own charge is left out; otherwise that field adds a drift current through the first term of (4). A bulge kept neutral by mobile carriers of the opposite sign retains a residual field and decays with an ambipolar coefficient, which can differ greatly from \(D\). The argument below makes no statement about the wandering of one tagged carrier.

### The zero-current argument

At equilibrium the electrochemical potential \(\tilde\zeta=E_c+\zeta\) is the same everywhere. Hence

\[
0=\frac{dE_c}{dz}+\frac{d\zeta}{dz}
\quad\Longrightarrow\quad
\frac{d\zeta}{dz}=-e\mathcal E. \tag{5}
\]

The temperature is uniform, so the density varies through \(\zeta\) alone:

\[
\frac{dn}{dz}=\frac{\partial n}{\partial\zeta}\frac{d\zeta}{dz}
=-e\mathcal E\,\frac{\partial n}{\partial\zeta}. \tag{6}
\]

No current flows at equilibrium. Putting (6) into (4) gives

\[
0=e\mathcal E\left(n\mu-eD\frac{\partial n}{\partial\zeta}\right). \tag{7}
\]

The field is not zero, so the bracket must vanish, and that is equation (1). The coefficients \(D\) and \(\mu\) are properties of the material at the local density and temperature. The relation between them therefore also holds when a current flows, as long as the response remains linear.

The same algebra gives a compact form of the current. Equation (1) says that \(eD=\mu n/(\partial n/\partial\zeta)\), so the diffusion term in (4) is \(\mu n\,d\zeta/dz\). The drift term is \(\mu n\,dE_c/dz\) by (3). Their sum is

\[
J=\mu n\,\frac{d\tilde\zeta}{dz}. \tag{8}
\]

For holes of density \(p\), let \(\zeta_h=E_v-\tilde\zeta\), where \(E_v\) is the valence-band edge. The current is \(J=ep\mu\mathcal E-eD\,dp/dz\). At equilibrium \(d\zeta_h/dz=dE_v/dz=e\mathcal E\), so \(dp/dz=e\mathcal E\,\partial p/\partial\zeta_h\). Setting \(J=0\) gives (1) again, with \(n\) and \(\zeta\) replaced by \(p\) and \(\zeta_h\).

### The density-of-states form

In (2) the chemical potential occurs in \(f\) alone, through the difference \(E-\zeta\). Therefore \(\partial f/\partial\zeta=-\partial f/\partial E\), and

\[
\frac{D}{\mu}=\frac1e\,
\frac{\int g(E)\,f\,dE}{\int g(E)\,(-\partial f/\partial E)\,dE}. \tag{9}
\]

The derivative of the Fermi function can be written without a difference quotient. With \(y=(E-\zeta)/kT\),

\[
-\frac{\partial f}{\partial E}
=\frac{1}{kT}\frac{e^{y}}{(1+e^{y})^2}
=\frac{f(1-f)}{kT}, \tag{10}
\]

because \(1-f=e^y/(1+e^y)\). It follows that

\[
\frac{D}{\mu}=\frac{kT}{e}\,
\frac{\int g f\,dE}{\int g f(1-f)\,dE}. \tag{11}
\]

Since \(0<1-f<1\), the denominator is smaller than the numerator. Thus \(D/\mu>kT/e\) for every density of states covered by the assumptions. The physical reason is the low compressibility of a Fermi gas. When states are already filled, adding carriers raises \(\zeta\) more than it would in a dilute gas. A given density gradient then corresponds to a larger gradient of chemical potential, and by (8) it drives a larger current.

Two limits follow from (11). If \(f\ll1\) in all states that matter, then \(1-f\approx1\) and \(D/\mu\to kT/e\). If \(T\to0\), then \(-\partial f/\partial E\) becomes a narrow peak of unit area at the Fermi energy \(E_F\). For a \(g\) that is smooth and nonzero there,

\[
\frac{D}{\mu}\to\frac{n}{e\,g(E_F)}. \tag{12}
\]

The dilute limit need not be reachable. Consider an exponential density of states \(g=g_0e^{E/E_0}\) that extends over all energies, with \(E_0>kT\). The substitution \(E=\zeta+s\) gives

\[
n=g_0e^{\zeta/E_0}\int_{-\infty}^{\infty}\frac{e^{s/E_0}}{1+e^{s/kT}}\,ds. \tag{13}
\]

The integral converges at large positive \(s\) because \(1/E_0<1/kT\), and it does not depend on \(\zeta\). Hence \(\partial n/\partial\zeta=n/E_0\) and \(D/\mu=E_0/e\) at any density. In this model, lowering the density never restores \(kT/e\), because the deep states stay filled. A real tail has a finite depth, and once \(\zeta\) falls several \(kT\) below its lowest states the ratio returns to \(kT/e\).

### The same result from the Boltzmann equation

The equilibrium argument does not show how scattering drops out. A kinetic model does. Let carriers with energy \(E(p)\) and speed \(v=dE/dp\) obey

\[
\frac{\partial F}{\partial t}+v_z\frac{\partial F}{\partial z}
-e\mathcal E\frac{\partial F}{\partial p_z}
=-\frac{F-\langle F\rangle}{\tau(E)}
-\frac{\langle F\rangle-f_{\rm loc}}{\tau_{\rm in}}. \tag{14}
\]

Here \(F\) is the occupation away from equilibrium, and \(\langle F\rangle\) is its average over directions at fixed energy. The first collision term is elastic and randomizes direction. The second is inelastic and drives the average toward \(f_{\rm loc}\), the Fermi function at temperature \(T\) that has the local density. The time \(\tau_{\rm in}\) is taken independent of energy, so both terms conserve the number of carriers.

**Mobility.** Apply a weak uniform field and write \(F=f+\delta f\). To first order the force term acts on \(f\), and \(\partial f/\partial p_z=v_z\,\partial f/\partial E\). This drive is odd in \(v_z\), so \(\delta f\) is odd too. Its directional average is zero and the density is unchanged, which leaves the elastic term alone:

\[
-e\mathcal E v_z\frac{\partial f}{\partial E}=-\frac{\delta f}{\tau}
\quad\Longrightarrow\quad
\delta f=-e\mathcal E\,\tau v_z\left(-\frac{\partial f}{\partial E}\right). \tag{15}
\]

In an isotropic band \(\langle v_z^2\rangle=v^2/3\). The mean velocity is therefore

\[
\frac1n\int g\,\langle v_z\delta f\rangle\,dE=-\frac{e\mathcal E}{n}K,
\qquad
K=\int g\,\frac{v^2\tau}{3}\left(-\frac{\partial f}{\partial E}\right)dE. \tag{16}
\]

Comparison with \(-\mu\mathcal E\) gives \(\mu=eK/n\).

**Diffusion.** Now remove the field and let \(\zeta\) vary slowly with \(z\). To leading order the isotropic part of \(F\) is \(f_{\rm loc}\), whose gradient is \((-\partial f/\partial E)\,d\zeta/dz\). The odd part obeys

\[
v_z\left(-\frac{\partial f}{\partial E}\right)\frac{d\zeta}{dz}
=-\frac{\delta f}{\tau}. \tag{17}
\]

Here its time derivative has been dropped, because the density changes slowly on the scale of \(\tau\). The particle flux is

\[
\int g\,\langle v_z\delta f\rangle\,dE=-K\frac{d\zeta}{dz}
=-\frac{K}{\partial n/\partial\zeta}\frac{dn}{dz}. \tag{18}
\]

Hence \(D=K/(\partial n/\partial\zeta)\). Dividing by \(\mu=eK/n\) removes \(K\) and returns (1). The scattering time changes \(D\) and \(\mu\) by the same factor.

The inelastic term has a definite part in this. Averaging (14) over directions, with the odd part eliminated as above, gives for each energy

\[
\frac{\partial\langle F\rangle}{\partial t}
-\frac{v^2\tau}{3}\frac{\partial^2\langle F\rangle}{\partial z^2}
=-\frac{\langle F\rangle-f_{\rm loc}}{\tau_{\rm in}}. \tag{19}
\]

For a ripple of wavenumber \(q\), equations (17) and (19) require a wavelength long against the mean free path, \(qv\tau\ll1\), and an average \(\langle F\rangle\) that changes slowly on the scale of \(\tau\). The average \(\langle F\rangle\) then stays close to \(f_{\rm loc}\) if also \(q^2v^2\tau\tau_{\rm in}/3\ll1\) at the energies that matter. Without inelastic collisions each energy has its own diffusion coefficient \(v^2\tau/3\), and when \(v^2\tau\) depends on energy a general density ripple does not decay with a single \(D\).

### A numerical solution of the kinetic model

Equation (14), linearized about equilibrium and with the field of the ripple's own charge left out, can be solved without using (15) to (18). In units with \(m=kT=\tau_{\rm in}=1\), take \(\tau=(1+E)^r\) and the band \(E(1+aE)=p^2/2\), where \(a=0\) is parabolic. Momentum and angle are discretized with 60 and 4 Gauss–Legendre nodes. The diffusion coefficient comes from the slowest decay rate \(Dq^2\) of a ripple with \(q=10^{-4}\), found as a matrix eigenvalue. The velocity per unit force, \(\mu/e\), comes from a separate linear solve for a uniform force. With \(\eta=\zeta/kT\), the results are:

| \(\eta\) | \(a\) | \(r\) | \(D\) | \(\mu/e\) | \(eD/(\mu kT)\) |
|---|---|---|---|---|---|
| −3 | 0 | 1 | 3.582 | 3.522 | 1.017 |
| 4 | 0 | −0.5 | 1.244 | 0.418 | 2.979 |
| 4 | 0 | 1 | 18.145 | 6.091 | 2.979 |
| 4 | 0.1 | 1 | 7.291 | 3.018 | 2.416 |

Quadrature of (11) gives the same last column to the digits shown. Between the second and third rows the scattering law changes \(D\) by a factor of about 15, while the ratio stays at 2.979. In the fourth row the band itself is different, and the ratio changes with it.

## Part 2. Parabolic band, limits and implementation

### What is carried over

The symbols are those of Part 1. The carrier density is \(n\), the positive elementary charge is \(e\), and \(\zeta\) is the chemical potential measured from the band edge, with \(\eta=\zeta/kT\). The density of states is \(g(E)\) and the Fermi function is \(f(E)\). For a rigid band at uniform temperature, in linear response,

\[
\frac{D}{\mu}=\frac{n}{e\,\partial n/\partial\zeta}
=\frac{kT}{e}\frac{\int gf\,dE}{\int gf(1-f)\,dE}>\frac{kT}{e}. \tag{20}
\]

At \(T\to0\) this becomes \(n/[e\,g(E_F)]\). The current is \(J=\mu n\,d\tilde\zeta/dz\), where \(\tilde\zeta=E_c+\zeta\) and \(E_c\) is the band edge.

### The parabolic band

Let \(E=\hbar^2k^2/2m\) in three dimensions. With two spin states, the density of states with wavenumber below \(k\) is \(k^3/3\pi^2\). Substituting \(k=\sqrt{2mE}/\hbar\) and differentiating with respect to \(E\) gives

\[
g(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt E. \tag{21}
\]

Define the Fermi integrals with their Gamma prefactor,

\[
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}}. \tag{22}
\]

With \(E=kTx\) the density is

\[
n=\frac{1}{2\pi^2}\left(\frac{2mkT}{\hbar^2}\right)^{3/2}
\Gamma\!\left(\tfrac32\right)F_{1/2}(\eta)=N_cF_{1/2}(\eta). \tag{23}
\]

Since \(\Gamma(3/2)=\sqrt\pi/2\), the prefactor is \((2mkT/\hbar^2)^{3/2}/(4\pi^{3/2})\). Taking \((4\pi)^{3/2}=8\pi^{3/2}\) into the bracket gives

\[
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}. \tag{24}
\]

The derivative of \(F_{1/2}\) follows by parts. The integrand depends on \(x-\eta\) through the Fermi factor, so \(\partial/\partial\eta\) acting on that factor equals \(-\partial/\partial x\):

\[
\frac{dF_{1/2}}{d\eta}
=-\frac{1}{\Gamma(3/2)}\int_0^\infty x^{1/2}
\frac{\partial}{\partial x}\frac{1}{1+e^{x-\eta}}\,dx
=\frac{1/2}{\Gamma(3/2)}\int_0^\infty\frac{x^{-1/2}\,dx}{1+e^{x-\eta}}. \tag{25}
\]

The boundary term vanishes at \(x=0\) because of \(x^{1/2}\), and at infinity because of the exponential. Since \(\Gamma(3/2)=\tfrac12\Gamma(1/2)\), the right side is \(F_{-1/2}(\eta)\). Then \(\partial n/\partial\zeta=N_cF_{-1/2}/kT\), and (20) gives

\[
\boxed{\frac{D}{\mu}=\frac{kT}{e}\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}} \tag{26}
\]

The normalization matters. If a routine returns the bare integrals \(I_j=\Gamma(j+1)F_j\), then \(F_{1/2}/F_{-1/2}=[\Gamma(1/2)/\Gamma(3/2)]\,I_{1/2}/I_{-1/2}=2I_{1/2}/I_{-1/2}\). A quick way to identify the convention is to evaluate the ratio at large negative \(\eta\). It tends to 1 for \(F_j\) and to \(1/2\) for \(I_j\).

### Dilute limit

For \(\eta<0\), put \(w=e^\eta\) and expand the Fermi factor as \(we^{-x}-w^2e^{-2x}+\dots\). With \(\int_0^\infty x^je^{-sx}dx=\Gamma(j+1)/s^{j+1}\),

\[
F_{1/2}=w-\frac{w^2}{2^{3/2}}+\dots,\qquad
F_{-1/2}=w-\frac{w^2}{2^{1/2}}+\dots \tag{27}
\]

To first order in \(w\) the ratio is \(1+w(2^{-1/2}-2^{-3/2})=1+w/(2\sqrt2)\). To the same order \(w=n/N_c\), so

\[
\frac{D}{\mu}=\frac{kT}{e}\left[1+\frac{n}{2\sqrt2\,N_c}+\dots\right]. \tag{28}
\]

### Degenerate limit

For \(\eta\gg1\), integrate (22) by parts so that the narrow peak \(P(y)=e^y/(1+e^y)^2\), with \(y=x-\eta\), appears under the integral:

\[
F_j(\eta)=\frac{1}{\Gamma(j+2)}\int_{-\eta}^{\infty}(\eta+y)^{j+1}P(y)\,dy. \tag{29}
\]

The peak has unit area and is even in \(y\). Its second moment follows from \(P(y)=\sum_{k\ge1}(-1)^{k+1}k\,e^{-ky}\) for \(y>0\):

\[
\int_{-\infty}^{\infty}y^2P\,dy
=2\sum_{k=1}^\infty(-1)^{k+1}k\,\frac{2}{k^3}
=4\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{3}. \tag{30}
\]

Expand \((\eta+y)^{j+1}\) to second order in \(y\) and extend the lower limit to \(-\infty\). The region where this is not justified has a weight of order \(e^{-\eta}\), apart from powers of \(\eta\). The linear term vanishes by symmetry, and

\[
F_j=\frac{\eta^{j+1}}{\Gamma(j+2)}
\left[1+\frac{\pi^2}{6}\frac{j(j+1)}{\eta^2}+\dots\right]. \tag{31}
\]

The factor \(j(j+1)\) is \(3/4\) for \(j=1/2\) and \(-1/4\) for \(j=-1/2\). The corrections are therefore \(+\pi^2/8\eta^2\) and \(-\pi^2/24\eta^2\), and the ratio collects their difference, \(\pi^2/6\eta^2\). With \(\Gamma(3/2)/\Gamma(5/2)=2/3\),

\[
\frac{D}{\mu}=\frac{2\zeta}{3e}\left[1+\frac{\pi^2}{6\eta^2}+\dots\right]. \tag{32}
\]

In practice the density is usually known, not \(\zeta\). Let \(E_F=\hbar^2(3\pi^2n)^{2/3}/2m\) be the Fermi energy at zero temperature for the same density, and let \(\varepsilon=E_F/kT\). The leading term of (31) is exact at \(T=0\), so \(n=N_c\varepsilon^{3/2}/\Gamma(5/2)\). Equating this to \(N_cF_{1/2}(\eta)\) gives

\[
\varepsilon^{3/2}=\eta^{3/2}\left[1+\frac{\pi^2}{8\eta^2}+\dots\right]
\quad\Longrightarrow\quad
\eta=\varepsilon\left[1-\frac{\pi^2}{12\varepsilon^2}+\dots\right]. \tag{33}
\]

Substituting in (32), the corrections add to \(\pi^2/6-\pi^2/12=\pi^2/12\):

\[
\boxed{\frac{D}{\mu}=\frac{2E_F}{3e}
\left[1+\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2+\dots\right]} \tag{34}
\]

The leading term agrees with the zero-temperature form \(n/[e\,g(E_F)]\), because \(n\propto E_F^{3/2}\) gives \(g(E_F)=3n/2E_F\). The correction in (32) has twice the coefficient of that in (34), so \(\zeta\) and \(E_F\) should not be interchanged once it is kept.

### Two other bands

For a constant density of states \(g_0\) above the edge, as in one two-dimensional parabolic subband, the density per area is \(n=g_0kT\ln(1+e^\eta)\). Its derivative is \(\partial n/\partial\zeta=g_0/(1+e^{-\eta})\), so

\[
\frac{D}{\mu}=\frac{kT}{e}\,(1+e^{-\eta})\ln(1+e^{\eta}). \tag{35}
\]

For a nonparabolic band with \(E(1+\alpha E)=\hbar^2k^2/2m\), the density at \(T=0\) is proportional to \([E_F(1+\alpha E_F)]^{3/2}\). Logarithmic differentiation gives

\[
\frac{g(E_F)}{n}=\frac32\,\frac{1+2\alpha E_F}{E_F(1+\alpha E_F)},
\qquad
\frac{D}{\mu}\to\frac{2}{3e}\,\frac{E_F(1+\alpha E_F)}{1+2\alpha E_F}. \tag{36}
\]

At fixed density and fixed \(m\), the product \(E_F(1+\alpha E_F)\) equals the parabolic Fermi energy. For \(\alpha>0\), nonparabolicity then lowers the degenerate \(D/\mu\) by the factor \(1/(1+2\alpha E_F)\), because it raises the density of states at the Fermi level.

### Worked example

Take \(m=0.10\,m_0\) and \(T=300\) K as model parameters. Then \(kT/e=25.85\) mV, and (24) gives \(N_c=7.94\times10^{17}\) cm⁻³. For each density, \(F_{1/2}(\eta)=n/N_c\) is solved for \(\eta\) by bracketed root finding, with the integrals done by adaptive quadrature.

| \(n\) (cm⁻³) | \(\eta\) | \(F_{1/2}\) | \(F_{-1/2}\) | \(D/\mu\) (mV) |
|---|---|---|---|---|
| \(10^{16}\) | −4.369 | 0.0126 | 0.01255 | 25.97 |
| \(10^{17}\) | −2.027 | 0.1260 | 0.1207 | 27.00 |
| \(10^{18}\) | 0.669 | 1.260 | 0.8808 | 36.99 |
| \(10^{19}\) | 6.416 | 12.60 | 2.825 | 115.3 |

In the last row, \(12.60/2.825=4.46\), and \(4.46\times25.85\) mV \(=115.3\) mV. A mobility of 1000 cm²/(V s) then gives \(D=1000\times0.1153=115\) cm²/s.

The dilute formula (28) gives the enhancement \(1+0.1260/2.828=1.0446\) at \(10^{17}\) cm⁻³, against 1.0444 from the integrals. At \(10^{18}\) cm⁻³ it gives 1.446 against 1.431, which is 1% too high. At \(10^{19}\) cm⁻³ it gives 5.46 against 4.46 and is no longer useful.

For the degenerate formula at \(10^{19}\) cm⁻³, the Fermi energy is \(E_F=169.3\) meV, and \(2E_F/3e=112.8\) mV. This is 2.1% below the full result. The thermal factor is \(1+0.8225\,(25.85/169.3)^2=1.0192\), and it raises the estimate to 115.0 mV, within 0.3% of the full result. At \(10^{18}\) cm⁻³ the Fermi energy is smaller by \(10^{2/3}=4.64\), and the leading term would be 24.3 mV. That lies below \(kT/e\), which (20) forbids, so the degenerate limit does not apply there.

Now let the band be nonparabolic with \(\alpha=1\) eV⁻¹, at \(10^{19}\) cm⁻³ and with the same band-edge mass. Solving \(E_F(1+\alpha E_F)=0.1693\) eV gives \(E_F=0.1475\) eV. Equation (36) gives \(112.8/(1+2\times0.1475)=87.1\) mV. Quadrature of (20) at 300 K gives 89.9 mV, which is 22% below the parabolic value of 115.3 mV.

### Implementation

**Integrals.** The factor \(x^{-1/2}\) in \(F_{-1/2}\) is singular at the band edge. The substitution \(x=t^2\) removes it:

\[
F_{-1/2}=\frac{2}{\sqrt\pi}\int_0^\infty\frac{dt}{1+e^{t^2-\eta}},\qquad
F_{1/2}=\frac{4}{\sqrt\pi}\int_0^\infty\frac{t^2\,dt}{1+e^{t^2-\eta}}. \tag{37}
\]

At very large \(\eta\) the Fermi step at \(t=\sqrt\eta\) is narrow, with a width of order \(1/(2\sqrt\eta)\), so it is prudent to split the range of integration at that point; equation (31) gives a check there. Since \(F_{-1/2}>0\), the density rises steadily with \(\eta\), and the root for a given density is unique. For a general \(g(E)\), compute \(1-f\) in (20) as \(1/(1+e^{-(E-\zeta)/kT})\). Subtracting \(f\) from 1 loses digits in nearly full states. This is harmless when the denominator comes from states near \(\zeta\), as in a parabolic band, but it matters when \(\zeta\) lies in a gap far above filled levels.

**Consistency.** The zero-current argument uses the density function of the program, whatever it is. If \(n(\zeta)\) comes from a fitted approximation, the \(D\) that cancels the drift current at equilibrium contains the derivative of that same approximation. A more accurate \(F_{-1/2}\) from another source would leave a residual current.

**Discrete current.** On a grid of spacing \(h\), let the current between nodes 1 and 2 be

\[
J=\frac{\mu\bar n}{h}\,(E_{c,2}-E_{c,1})+\frac{e\bar D}{h}\,(n_2-n_1), \tag{38}
\]

where \(\bar n\) is some chosen average of the two densities. At equilibrium \(E_{c,2}-E_{c,1}=-(\zeta_2-\zeta_1)\). The current then vanishes for \(n_1\ne n_2\) if

\[
\frac{\bar D}{\mu}=\frac{\bar n}{e}\,\frac{\zeta_2-\zeta_1}{n_2-n_1}. \tag{39}
\]

This is the discrete counterpart of (1), and it tends to (1) as \(n_2\to n_1\). Using (1) at a midpoint density instead leaves, in general, a discretization error in the equilibrium current.

### Where the relation fails

**Density-dependent band edge.** Suppose that interactions shift the edge by a local function \(\Delta(n)\), and that the current is still \(\mu n\,d\tilde\zeta/dz\), now with \(\tilde\zeta=E_c^0-e\phi+\Delta(n)+\zeta(n)\). The part of \(J\) proportional to \(dn/dz\) gives

\[
\frac{D}{\mu}=\frac ne\left(\frac{d\zeta}{dn}+\frac{d\Delta}{dn}\right). \tag{40}
\]

An edge that falls as the density rises therefore reduces \(D/\mu\), and the lower bound \(kT/e\) no longer holds in general. The effect need not be small. For a degenerate gas the exchange shift is \(\Delta=-e^2k_F/(4\pi^2\epsilon)\), with \(\epsilon\) the permittivity and \(k_F=(3\pi^2n)^{1/3}\), so \(n\,d\Delta/dn=\Delta/3\). At \(10^{19}\) cm⁻³ and a relative permittivity of 12 this gives \(\Delta\approx-25\) meV and lowers \(D/\mu\) by about 8 mV, some 7% of the rigid-band value and more than the thermal correction in (34). A program in which the shift is a function of the carrier density must either use (40) or put the shift into the drift term, but not both. A shift that is fixed by the doping profile does not vary through \(n\), so (40) does not cover it, and its gradient belongs in the drift term.

**Temperature gradients.** When \(T\) varies in space, the gradient of \(f\) gains the term \((-\partial f/\partial E)\,[(E-\zeta)/T]\,dT/dz\). By the steps of (17) and (18), this term drives the particle flux \(-\int g\,(v^2\tau/3)\,(\partial f/\partial T)\,dE\;dT/dz\). Equation (4), used with the full \(dn/dz\), supplies \(-D\int g\,(\partial f/\partial T)\,dE\;dT/dz\) in its place, where \(D\) is the average of \(v^2\tau/3\) with weight \(g\,(-\partial f/\partial E)\). The two agree when \(v^2\tau\) does not depend on energy. Otherwise they differ in general, and (4) needs a further term proportional to \(dT/dz\). The ratio \(D/\mu\) at the local temperature still describes the isothermal part of the response.

**Strong fields.** Hot carriers do not follow the Fermi function at the lattice temperature, and the current is no longer linear in the field. Neither the equilibrium argument nor the kinetic one then applies.
